# Localized vibrational modes of a flat, isolated phonon band, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The general argument

**Q.** A phonon with a definite frequency is a wave that fills the crystal. If I displace a few atoms and let go, I have made a packet of such waves, and packets spread. How could a localized displacement ever be an exact eigenmode?

**A.** A packet travels or changes shape because its component waves run at different frequencies, so their relative phases change. It spreads when the components also have different group velocities. What happens if they all have the same frequency can be settled from the equations of motion.

Take an infinite crystal in \(d\) dimensions. Label cells by integer vectors \(n\), and let each cell have \(\nu\) displacement coordinates. In the harmonic approximation the potential energy is quadratic in the displacements \(u\), with force constants \(K\). Use mass-weighted coordinates \(x=\sqrt{M}\,u\), where \(M\) is the mass belonging to each coordinate. Newton's equation \(M\ddot u=-Ku\) becomes, after division by \(\sqrt M\),
\[
\ddot x=-Dx,\qquad D=M^{-1/2}KM^{-1/2}.
\]
The matrix \(D\) is real and symmetric. All cells are equivalent, so its blocks depend on differences of cell labels:
\[
(Dx)(n)=\sum_{m}D(n-m)\,x(m).
\]
I assume that \(\sum_s\|D(s)\|\) is finite, so the forces fall off fast enough to be summed absolutely. I also assume that \(D\) has no negative eigenvalues, which means that the reference structure is stable.

**Q.** Where do the Bloch waves enter, and with which sign of the phase?

**A.** Let \(q_j\) be the phase advance per cell along direction \(j\), with \(-\pi<q_j\le\pi\). Insert \(x(m)=e^{iq\cdot m}e\), with \(e\) a vector of \(\nu\) components, and put \(s=n-m\):
\[
(Dx)(n)=\sum_s D(s)e^{iq\cdot(n-s)}e
=e^{iq\cdot n}D(q)e,\qquad
D(q)=\sum_sD(s)e^{-iq\cdot s}.
\]
Symmetry of \(D\) means \(D(-s)=D(s)^T\). Hence \(D(q)^\dagger=\sum_sD(s)^Te^{iq\cdot s}=\sum_sD(-s)e^{iq\cdot s}=D(q)\). The small matrix is Hermitian, and its eigenvalues are the squared angular frequencies.

Now suppose that one branch satisfies
\[
D(q)e(q)=\omega_0^2e(q),\qquad e(q)^\dagger e(q)=1,
\]
with the same \(\omega_0^2>0\) for every \(q\). This is what completely flat means. Isolated means that no other branch reaches \(\omega_0^2\) at any \(q\). The third assumption is that the phase of \(e(q)\) can be chosen so that \(e(q)\) is smooth and periodic in every \(q_j\). That choice of phase is the gauge.

**Q.** Each Bloch wave still fills the crystal. What do you do with them?

**A.** Add them with equal weight and with phases that agree at a chosen cell \(m\). Write \(\int_q\) for \(\int d^dq/(2\pi)^d\) over the zone, so that \(\int_q1=1\). Define
\[
w_m(n)=\int_q e^{iq\cdot(n-m)}e(q).
\]
This is a Wannier function of the phonon band. Apply \(D\):
\[
\begin{aligned}
(Dw_m)(n)&=\sum_sD(s)\int_qe^{iq\cdot(n-s-m)}e(q)\\
&=\int_qe^{iq\cdot(n-m)}\Big[\sum_sD(s)e^{-iq\cdot s}\Big]e(q)\\
&=\int_qe^{iq\cdot(n-m)}\,\omega_0^2\,e(q)=\omega_0^2w_m(n).
\end{aligned}
\]
The last line uses flatness: \(\omega_0^2\) leaves the integral because it does not depend on \(q\). The sum and the integral may be exchanged because the norm of the integrand is at most \(\|D(s)\|\), whose sum over \(s\) is finite.

**Q.** A plane wave also satisfies an eigenvalue equation, yet it has infinite norm. Is \(w_m\) a proper vector?

**A.** Yes. The numbers \(w_m(n)\) are the Fourier coefficients of the periodic function \(e^{-iq\cdot m}e(q)\). Parseval's identity turns a sum over cells into an integral over the zone:
\[
\langle w_m|w_{m'}\rangle
=\sum_nw_m(n)^\dagger w_{m'}(n)
=\int_qe^{iq\cdot(m-m')}e(q)^\dagger e(q)
=\delta_{mm'}.
\]
Each mode has unit norm, and modes centred on different cells are orthogonal even where their tails overlap.

**Q.** Unit norm says that the tail is square-summable. It might still be long. I have not yet seen the smooth gauge do any work.

**A.** It controls the tail. Take \(m=0\), write \(w\) for \(w_0\), and pick a direction with \(n_j\ne0\). Since \(e^{iq\cdot n}=(in_j)^{-1}\partial_je^{iq\cdot n}\), where \(\partial_j=\partial/\partial q_j\), integration by parts gives
\[
w(n)=-\frac1{in_j}\int_qe^{iq\cdot n}\partial_je(q)
=\frac{i}{n_j}\int_qe^{iq\cdot n}\partial_je(q).
\]
The boundary terms at \(q_j=\pm\pi\) cancel because both \(e^{iq\cdot n}\) and \(e(q)\) are periodic. The derivatives of \(e\) are periodic too, so the step can be repeated \(p\) times:
\[
w(n)=\Big(\frac{i}{n_j}\Big)^p\int_qe^{iq\cdot n}\partial_j^pe(q),
\qquad
|n_j|^p|w(n)|\le\int_q|\partial_j^pe(q)|.
\]
The right-hand side is finite for each \(p\). Choosing \(j\) as the direction of the largest \(|n_j|\) shows that \(w\) falls faster than any inverse power of distance.

If \(e(q)\) is also analytic, more follows. Suppose it continues analytically to \(|\operatorname{Im}q_j|\le\eta\). Shift the path from \(q_j\) to \(q_j+i\eta\) for \(n_j>0\), or to \(q_j-i\eta\) for \(n_j<0\). The two vertical ends of the contour cancel by periodicity. On the shifted path the exponential contains \(e^{-\eta|n_j|}\), so
\[
|w(n)|\le C_\eta e^{-\eta|n_j|},
\]
where \(C_\eta\) is the largest size of the continued \(e\) on that path.

**Q.** So flatness and smoothness have separate jobs?

**A.** They do. The eigenvalue calculation used flatness and no derivative of \(e\). The tail estimate used derivatives of \(e\) and made no reference to the frequency. A dispersive band with a smooth gauge also has localized Wannier functions, but they are not stationary. A flat band with a discontinuous gauge gives eigenvectors whose tails can be long. Localized does not mean confined to a single cell in either case.

**Q.** Atomic displacements are real numbers. Your integral may be complex.

**A.** Both \(D\) and \(\omega_0^2\) are real. Taking the real and imaginary parts of \(Dw=\omega_0^2w\) gives
\[
D\operatorname{Re}w=\omega_0^2\operatorname{Re}w,\qquad
D\operatorname{Im}w=\omega_0^2\operatorname{Im}w.
\]
At least one part is nonzero, and neither exceeds \(|w(n)|\) in any cell, so the tail bounds carry over. That already gives a real localized eigenmode.

**Q.** But taking real parts could spoil the orthogonality of the set. Can all the \(w_m\) be made real together?

**A.** Yes, by adjusting the phase without losing smoothness. Since the blocks \(D(s)\) are real, \(D(-q)=D(q)^*\). Therefore \(e(-q)^*\) is a normalized eigenvector of \(D(q)\) with eigenvalue \(\omega_0^2\). The band is isolated, so this eigenvalue is nondegenerate and
\[
e(-q)^*=e^{i\theta(q)}e(q).
\]
The factor \(e^{i\theta(q)}=e(q)^\dagger e(-q)^*\) is smooth and periodic. Replace \(q\) by \(-q\) and take the complex conjugate: \(e(q)=e^{-i\theta(-q)}e(-q)^*=e^{-i\theta(-q)+i\theta(q)}e(q)\). Thus \(e^{i\theta}\) is even in \(q\).

We need \(\theta\) itself to be periodic. Follow \(\theta\) once across the zone along \(q_j\). It changes by \(2\pi W_j\), where the integer \(W_j\) cannot depend on the other components of \(q\), by continuity. The map \(q\to-q\) reverses the direction of travel and changes \(W_j\) to \(-W_j\), while evenness leaves it unchanged. Hence \(W_j=0\), and \(\theta\) can be chosen smooth and periodic. The difference \(\theta(q)-\theta(-q)\) is then a constant multiple of \(2\pi\), and it vanishes at \(q=0\), so \(\theta\) is even.

Now set \(\tilde e(q)=e^{i\theta(q)/2}e(q)\). Then
\[
\tilde e(-q)^*=e^{-i\theta(q)/2}e(-q)^*
=e^{-i\theta(q)/2}e^{i\theta(q)}e(q)=\tilde e(q).
\]
In the integral for \(w_m\), the contributions of \(q\) and \(-q\) are now complex conjugates, so \(w_m\) is real. I use this gauge from here on and drop the tilde.

**Q.** You have an eigenvector of a matrix. I asked about motion after release. Could another solution start from the same displacement and spread?

**A.** Start from \(x(0)=aw_m\) with zero velocity, where \(a\) sets the amplitude. The function
\[
x(t)=a\,w_m\cos\omega_0t
\]
has those initial values, and \(\ddot x=-\omega_0^2x=-Dx\). It solves the full set of coupled equations for all atoms.

To exclude a second solution of finite norm, let \(y(t)\) be the difference of two. Then \(\ddot y=-Dy\), with \(y(0)=\dot y(0)=0\). Its energy
\[
E=\tfrac12\langle\dot y|\dot y\rangle+\tfrac12\langle y|Dy\rangle
\]
is finite, because \(\|Dy\|\le\sum_s\|D(s)\|\,\|y\|\). Using the symmetry of \(D\),
\[
\dot E=\langle\dot y|\ddot y\rangle+\langle\dot y|Dy\rangle
=\langle\dot y|-Dy+Dy\rangle=0.
\]
Thus \(E=0\) at all times. Neither term of \(E\) is negative, so \(\dot y=0\), and therefore \(y=0\). Every atom passes through zero at the same instant, and the ratios of the displacements never change.

**Q.** The atoms are still joined by springs. Why does the neighbouring cell not begin to move?

**A.** Springs may be stretched, but the forces they exert on each atom add up to \(-\omega_0^2Mu\), where \(M\) and \(u\) are that atom's own mass and displacement. Atoms in the tail of \(w_m\), neighbouring cells included, are displaced from the start and oscillate at the same frequency with fixed relative amplitude. On an atom that the pattern leaves at rest, the forces from its moving neighbours cancel. The modes are uncoupled although the atoms are not.

**Q.** Does this survive quantum mechanics? A localized wavefunction normally spreads as well.

**A.** The localization here is in the pattern of atomic displacements, and the quantum variable is the amplitude of that pattern. To see that these amplitudes are independent oscillators, we need the \(w_m\) to span the whole flat band. A square-summable vector in that band has Bloch components \(c(q)e(q)\). Expand \(c(q)=\sum_mc_me^{-iq\cdot m}\) and transform back:
\[
\int_qe^{iq\cdot n}c(q)e(q)=\sum_mc_m\int_qe^{iq\cdot(n-m)}e(q)=\sum_mc_mw_m(n).
\]
So the set is complete within the band.

To avoid an infinite zero-point energy, take a large periodic crystal with finitely many cells. The integral \(\int_q\) becomes an average over the allowed \(q\), and the algebra above is unchanged. Let \(p\) be the momentum conjugate to \(x\), and define
\[
Q_m=\langle w_m|x\rangle,\qquad P_m=\langle w_m|p\rangle,\qquad
[Q_m,P_{m'}]=i\hbar\langle w_m|w_{m'}\rangle=i\hbar\delta_{mm'}.
\]
Write \(x=\sum_mQ_mw_m+x_\perp\), with \(x_\perp\) orthogonal to the flat band. The cross terms in the potential energy vanish because \(\langle w_m|Dx_\perp\rangle=\langle Dw_m|x_\perp\rangle=\omega_0^2\langle w_m|x_\perp\rangle=0\). Therefore
\[
H=\sum_m\tfrac12\big(P_m^2+\omega_0^2Q_m^2\big)+H_\perp .
\]
Put one quantum in oscillator \(m\), leave the other flat-band oscillators in their ground states, and let the remaining branches be in any eigenstate of \(H_\perp\). The result is an eigenstate of \(H\), with energy \(\hbar\omega_0\) above the same state without the quantum.

**Q.** You assumed a stable reference structure. What if the flat band is unstable?

**A.** Then the formula \(Dw_m=\omega_0^2w_m\) still holds with a negative number, \(\omega_0^2=-\gamma^2\). The pattern released from rest obeys \(x=aw_m\cosh\gamma t\). It keeps its shape but grows, and the harmonic approximation fails once the displacement is large. At \(\omega_0=0\) the pattern stays where it is placed, or drifts linearly if given a velocity. The oscillation described above needs \(\omega_0^2>0\).

## Part 2. A chain, its controls, and the limits

The symbols carried over are these. Cells are labelled by \(n\), \(q\) is the phase per cell, and \(x=\sqrt M\,u\) obeys \(\ddot x=-Dx\). For a flat band with normalized eigenvector \(e(q)\), the Wannier modes \(w_m(n)=\int_qe^{iq\cdot(n-m)}e(q)\) are orthonormal and satisfy \(Dw_m=\omega_0^2w_m\). Here \(\int_q\) is the zone average. Smooth \(e(q)\) makes \(w_m\) fall faster than any power.

**Q.** I would like to see ordinary springs do this. A uniform translation must cost no energy, so can a chain have an exactly flat band at all?

**A.** One branch must start at zero frequency, but another can be flat. Take a chain with atoms \(A_n\) and \(B_n\), each with one displacement, \(a_n\) or \(b_n\). Springs of stiffness \(k\) join \(A_n\) to \(A_{n+1}\). Springs of stiffness \(k'\) join \(B_n\) to \(A_n\) and to \(A_{n+1}\). Then
\[
\begin{aligned}
m_A\ddot a_n&=k(a_{n+1}+a_{n-1}-2a_n)+k'(b_n+b_{n-1}-2a_n),\\
m_B\ddot b_n&=k'(a_n+a_{n+1}-2b_n).
\end{aligned}
\]
Try a pattern in which \(A_0\) moves by \(a\), its two neighbours \(B_{-1}\) and \(B_0\) move by \(b\), and all other atoms rest. The force on \(A_1\) must vanish:
\[
ka+k'b=0\quad\Rightarrow\quad b=-\frac{k}{k'}a.
\]
The same condition keeps \(A_{-1}\) at rest. The other resting atoms have no moving neighbours. The forces on the moving atoms are
\[
\begin{aligned}
F_{A_0}&=-2ka+2k'(b-a)=-(4k+2k')a,\\
F_{B_0}&=k'(a-2b)=(k'+2k)a=-\frac{k'(2k+k')}{k}\,b.
\end{aligned}
\]
A common frequency requires \((4k+2k')/m_A=k'(2k+k')/(km_B)\). Cancelling \(2k+k'\) leaves
\[
\frac{m_A}{m_B}=\frac{2k}{k'},\qquad
\omega_0^2=\frac{4k+2k'}{m_A}.
\]
The mass ratio is therefore tuned.

An isolated, completely flat band with a smooth gauge has localized Wannier modes that oscillate without spreading, and a spring chain with a tuned mass ratio has a mode confined to three atoms. It remains to show that the chain's whole band is flat and isolated, to test the modes numerically, and to see what changes with a broken gauge, a finite band width, dipole forces or anharmonic terms.
